Ambipolar Nernst effect of a compensated semimetal, with an estimate for bismuth

**The question**

A semimetal has a conduction band and a valence band that overlap in energy. Both are parabolic and isotropic, with masses m_e and m_h and with g_e and g_h equivalent valleys. The crystal is compensated: it holds n electrons and n holes per unit volume. The relaxation times τ_e and τ_h do not depend on energy until part (f). A magnetic field B points along z and is too weak to quantize the orbits. The temperature gradient lies along x, with ∂_yT = 0, and no electric current flows. Phonons are in equilibrium, so there is no phonon drag. Scattering between the bands keeps one common chemical potential ζ at each point.

Conventions: e > 0, and k_B is Boltzmann's constant. E is the electric field plus ∇ζ/e, that is, the gradient of the electrochemical potential divided by e. A voltmeter with identical leads reads it directly between contacts at equal temperature; between contacts at different temperatures the thermopower of the leads must be allowed for. The current is J = σE − α∇T, with tensors σ and α. The Seebeck coefficient is S = E_x/∂_xT, the Nernst signal is N = E_y/(−∂_xT), and the Nernst coefficient is ν = N/B. The label c stands for e or h, with z_e = −1 and z_h = +1. Mobilities μ_c = eτ_c/m_c are positive. SI units are used, in which a mobility in m²/(V s) is also a number per tesla.

**(a) From the Boltzmann equation, find the equation that links the current J_c of one band to E, ∇T and B.**

*Answer.* Every state, in either band, is an electron state of charge −e. Measure the kinetic energy K = ħ²k²/(2m_c) from the band edge. The state energy is ε = ε_c − z_c K, where ε_c is the edge, so K grows upward in the conduction band and downward in the valence band. The velocity is

v = (1/ħ)∇_k ε = −z_c ħk/m_c.

Write f = f₀ + g, with f₀ the Fermi function, and let w = −∂f₀/∂ε, which is positive. To first order in the driving terms,

v·∇f₀ = w v·[∇ζ + (ε − ζ)∇T/T],

and since ∇_k f₀ = −wħv, the electric force contributes +ew v·(electric field). The magnetic force does not act on f₀, because (v×B)·v = 0. It does act on g. Hence

g/τ_c − (e/ħ)(v×B)·∇_k g = −w v·P, with P = eE + (ε − ζ)∇T/T.

Try g = −wτ_c v·A, where A depends on energy alone. The derivative of any function of energy is parallel to v and drops out of the magnetic term. What remains is ∇_k(v·A) = −z_c ħA/m_c at fixed A. The magnetic term becomes

−(e/ħ)(−wτ_c)(−z_c ħ/m_c)(v×B)·A = −w z_c μ_c v·(B×A),

where (v×B)·A = v·(B×A) was used. Dividing the whole equation by −w gives, for components normal to B,

A + z_c μ_c B×A = P. (1)

The current is −e times the sum of v g over states. The angular average of v_i v_j is δ_ij 2K/(3m_c), so with D(K) the density of states, spin and valleys included,

J_c = eτ_c ∫ dK D w (2K/3m_c) A.

Because μ_c does not depend on energy, the same integral can be applied to both sides of (1). The left side becomes J_c + z_c μ_c B×J_c. On the right the first integral needed is

∫ dK D w (2K/3) = n.

This follows by parts. D is proportional to K^(1/2), so the derivative of 2KD/3 is D. In the conduction band w = −df₀/dK, and the integral is ∫ D f₀ dK. In the valence band w = −d(1 − f₀)/dK, and the integral is ∫ D(1 − f₀) dK, the number of holes. The second integral contains ε − ζ and defines an average with weight wK^(3/2):

S_c = −⟨ε − ζ⟩_c/(eT).

With these two integrals,

J_c + z_c μ_c B×J_c = neμ_c (E − S_c ∇T). (2)

The function w is even in ε − ζ. In the conduction band K^(3/2) favours the higher energies, so ⟨ε − ζ⟩ > 0 and S_e < 0. In the valence band it favours the lower ones, so S_h > 0.

**(b) What would the Seebeck and Nernst coefficients be if one band were present alone?**

*Answer.* Then J_c = 0, the left side of (2) vanishes, and E = S_c∇T. The field is parallel to the gradient:

S = S_c, N = 0.

The reason is visible in (2). With an energy-independent relaxation time, the magnetic force enters through the total current of the band, and that current is zero. The Nernst effect of the semimetal therefore cannot be a sum of Nernst coefficients of the separate bands, since each of these is zero.

**(c) Find S and N of the compensated semimetal, and explain the result in terms of the motion of the carriers.**

*Answer.* Only the total current has to vanish. Put J_h = j and J_e = −j. Equation (2), divided by μ_c, reads for holes and for electrons

j/μ_h + B×j = ne(E − S_h∇T),

−j/μ_e + B×j = ne(E − S_e∇T).

In the second line the sign of B×j is positive because z_e and J_e both change sign. Subtracting the second line from the first removes both E and B:

j(1/μ_h + 1/μ_e) = −ne(S_h − S_e)∇T.

With the reduced mobility μ_r = μ_e μ_h/(μ_e + μ_h) this is

j = −neμ_r(S_h − S_e)∇T. (3)

The hole equation now gives the field, E = S_h∇T + (j/μ_h + B×j)/(ne). Its x component, with μ_r/μ_h = μ_e/(μ_e + μ_h), is

S = S_h − μ_e(S_h − S_e)/(μ_e + μ_h) = (μ_e S_e + μ_h S_h)/(μ_e + μ_h). (4)

Since j lies along x, the y component of B×j is Bj_x, so E_y = Bj_x/(ne) and

N = μ_r(S_h − S_e)B = μ_r(S_h + |S_e|)B. (5)

In S the two terms have opposite signs. In N they have the same sign. Within this model N is linear in B and S is independent of B, even when μ_c B is large.

The current (3) corresponds to a hole velocity j/(ne) = v_d, with

v_d = −μ_r(S_h − S_e)∇T.

The electron current −j, carried by charge −e, gives the same velocity. Electrons and holes drift together from hot to cold and carry no net charge. Pairs must be generated at the hot end and recombine at the cold end, which is where the assumption of a common chemical potential matters. The magnetic force pushes the two species to opposite sides. A transverse field E_y = v_d B balances it for both at once, because the electric and magnetic forces both reverse with the charge. Neither species then has a transverse current, and nothing is left that could bend the linear law.

The limit μ_h → 0 at fixed μ_e gives μ_r → 0 and S → S_e, the one-band result of (b). The term μ_r|S_e| is thus not a property of the electrons alone: it needs mobile holes to let the electrons drift.

**(d) Which response coefficients of the separate bands do add? How do they enter N?**

*Answer.* Solve (2) for J_c. With b = μ_c B its components are J_x − z_c b J_y = F_x and J_y + z_c b J_x = F_y, where F = neμ_c(E − S_c∇T). Hence

J_x = (F_x + z_c b F_y)/(1 + b²), J_y = (F_y − z_c b F_x)/(1 + b²).

Reading off the coefficients of E and −∇T,

σ_xx,c = neμ_c/(1 + b²), σ_xy,c = z_c b σ_xx,c,

α_xx,c = S_c σ_xx,c, α_xy,c = S_c σ_xy,c.

S_c has the sign of z_c. So α_xx,c is negative for electrons and positive for holes, while α_xy,c contains z_c twice and is positive for both. The transverse thermoelectric coefficients add, and the longitudinal ones oppose each other.

For the total tensors, σ_yx = −σ_xy and α_yx = −α_xy. Zero current means

σ_xx E_x + σ_xy E_y = α_xx ∂_xT, −σ_xy E_x + σ_xx E_y = −α_xy ∂_xT.

Multiply the first by σ_xy, the second by σ_xx, and add:

N = (α_xy σ_xx − α_xx σ_xy)/(σ_xx² + σ_xy²). (6)

For one band the two products in the numerator are equal, which is the zero of part (b). For two bands of equal mobility σ_xy vanishes, and N = α_xy/σ_xx comes from the added coefficients alone. For unequal mobilities both products contribute in general (the second drops out only where the total α_xx happens to vanish), and (6) reduces to (5).

**(e) Evaluate S_c at low temperature. When do the Seebeck terms cancel? Then estimate S and ν for bismuth at 4 K.**

*Answer.* Let W_c be the Fermi energy of band c, measured from its edge, with k_B T ≪ W_c. For a smooth function G(ε), the leading terms of the Sommerfeld expansion are

∫ w G dε ≈ G(ζ), ∫ w(ε − ζ)G dε ≈ (π²/3)(k_B T)² G′(ζ).

Here G = K^(3/2) and dK/dε = −z_c, so G′/G = −(3/2)z_c/W_c and

S_c = z_c π²k_B²T/(2eW_c). (7)

The Seebeck terms cancel when μ_e|S_e| = μ_h S_h. By (7) each side is proportional to τ_c/(m_c W_c). Now m_c W_c = ħ²k_F²/2, and g_c valleys holding n carriers have k_F² = (3π²n/g_c)^(2/3). The masses drop out, and to leading order in temperature the condition is

τ_e g_e^(2/3) = τ_h g_h^(2/3).

Cancellation is thus a special case, whereas the addition in N does not depend on it.

For bismuth take these rough sizes: n = 3×10²³ m⁻³, three electron valleys and one hole valley, W_e = 30 meV and W_h = 10 meV. In the isotropic model they imply masses m_c = ħ²(3π²n/g_c)^(2/3)/(2W_c) of 0.026 and 0.16 free-electron masses. Mobilities vary greatly between samples. The values μ_e = 500 and μ_h = 200 m²/(V s) are chosen here to represent a good crystal.

At 4 K, k_B T = 0.3447 meV. Equation (7), written as π²(k_B T)²/(2eTW_c), gives

S_h = 4.935 × (0.3447 meV)²/(e × 4 K × 10 meV) = 14.66 μV/K.

The electron value is smaller by the ratio of Fermi energies, S_e = −4.89 μV/K. From (4),

S = (−500 × 4.89 + 200 × 14.66)/700 μV/K = (−3.49 + 4.19) μV/K = 0.70 μV/K.

The reduced mobility is 500 × 200/700 = 142.9 m²/(V s), so

ν = 142.9 T⁻¹ × (14.66 + 4.89) μV/K = (2.09 + 0.70) mV/(K T) = 2.8 mV/(K T).

The term with S_h supplies three quarters of ν because the hole Fermi energy is three times smaller.

At B = 0.01 T the mobilities give μ_e B = 5 and μ_h B = 2, so this is not a weak field for the orbits. It is still non-quantizing: with the masses of the isotropic model the cyclotron energy of the electrons is 0.13 k_B T, and that of the heavier holes is smaller. In real bismuth the cyclotron masses depend on the direction of B; for some directions the electron mass is about three times lighter, and the holes are not always the heavier carriers. A numerical solution of the Boltzmann equation at 4 K, by collocation in angle and Gauss quadrature over energy, gives N = 27.9 μV/K. The low-temperature formula for ν lies 0.12 % above the numerical N/B. A gradient of −100 K/m drives the pairs at 0.28 m/s, and the transverse field is 0.28 m/s × 0.01 T = 2.8 mV/m.

The small S is a difference of nearly equal terms and is sensitive to the mobility ratio. If μ_h is lowered to 500/3 ≈ 166.7 m²/(V s), the cancellation condition is met. The same numerical method then gives S = −0.004 μV/K, while N/B is still 2.4 mV/(K T).

These figures are estimates of size. The electron valleys of bismuth are strongly anisotropic and non-parabolic, and phonon drag, which is left out here, can change both coefficients considerably. Anisotropy also breaks the exact field laws of part (c). For three electron valleys rotated by 120° about B, with an in-plane mobility ratio of 10 and the same mean of 500 m²/(V s), N/B rises from 1.5 mV/(K T) in weak field to 1.8 mV/(K T) at 0.05 T, and S rises from 0.7 to 1.9 μV/K. Finally, the mobilities in (5) describe momentum lost to the lattice and to defects. Friction between electrons and holes lowers the conductivity but does not slow a common drift, so mobilities taken from the conductivity need not be the ones that enter (5).

**(f) How does the result change if τ_c varies as K^r, or if the two densities differ?**

*Answer.* Take first the energy-dependent relaxation time, at low temperature and to first order in B. Let μ_c now denote the mobility at the Fermi energy, and σ_c = neμ_c. Equation (1) holds at each energy. In the current, σ_xx carries one factor τ and is an integral over K^(3/2+r). σ_xy carries two factors and is an integral over K^(3/2+2r). The Sommerfeld expansion turns each into a thermoelectric coefficient through its logarithmic derivative. With L = π²k_B²T/(3e),

α_xx,c = z_c L(3/2 + r)σ_c/W_c, α_xy,c = L(3/2 + 2r)σ_c μ_c B/W_c.

The partial Seebeck coefficient is now S_c = z_c L(3/2 + r)/W_c. For one band, (6) to first order in B gives

ν_c = (Lμ_c/W_c)[(3/2 + 2r) − (3/2 + r)] = L r μ_c/W_c,

so that α_xy,c = σ_c B(ν_c + z_c μ_c S_c). Insert the sums over both bands into (6), with σ_tot = σ_e + σ_h. The terms with ν_c give (σ_e ν_e + σ_h ν_h)/σ_tot. In the rest, the terms in σ_e² and σ_h² cancel, as they do for single bands, and the cross terms are

σ_e σ_h(μ_h S_h − μ_e S_e − μ_h S_e + μ_e S_h)/σ_tot² = σ_e σ_h(μ_e + μ_h)(S_h − S_e)/σ_tot².

For equal densities σ_c is proportional to μ_c, and therefore

ν = (μ_e ν_e + μ_h ν_h)/(μ_e + μ_h) + μ_r(S_h − S_e). (8)

For r = −1/2, a scattering rate proportional to the density of states, the bismuth parameters give ν_e = −0.81 and ν_h = −0.98 mV/(K T). Their weighted mean is −0.86 mV/(K T). The factor 3/2 + r falls from 3/2 to 1, which reduces the last term of (8) from 2.79 to 1.86 mV/(K T). The sum is 1.0 mV/(K T), about a third of the earlier estimate. This holds only for μ_c B ≪ 1, here well below 2 mT, and there the scattering law matters far more than the finite-temperature correction of part (e). At finite b = μ_c B the factors 1/(1 + b²) also depend on energy, and the exponents become 3/2 + r(1 − b²)/(1 + b²) in α_xx,c and 3/2 + 2r/(1 + b²) in α_xy,c. N is then no longer linear in B. For b ≫ 1 the exponent in α_xy,c returns to 3/2 and N/B returns to the constant-τ value of part (e), independent of r to leading order in temperature. At 0.01 T these exponents in (6) already give about 2.6 mV/(K T). For two bands with equal μ and W, (8) becomes ν = Lμ(3/2 + 2r)/W, which changes sign at r = −3/4; like (8) itself, this is a weak-field result.

Now return to constant relaxation times but let the densities be n_e and n_h. Equation (2) holds with n_c in place of n, and the subtraction of part (c) gives

j[1/(n_h μ_h) + 1/(n_e μ_e)] + (1/n_h − 1/n_e)B×j = −e(S_h − S_e)∇T.

The magnetic field no longer drops out. For a small relative imbalance δ, the second term is of order δμ_r B relative to the first, so a purer crystal with higher mobility needs closer compensation for N to stay linear. With 10 % more electrons than holes and B = 0.05 T, δμ_r B is about 0.7. The numerical solution then gives N/B equal to 0.69 of its weak-field value. The pair current j now has a transverse part, here two thirds of the longitudinal one, so pairs must also be generated and recombine at the side faces; the result applies to samples wider than the distance over which interband scattering restores the common ζ. The number illustrates the model with isotropic bands and constant relaxation times; it is not a prediction for bismuth.

Numbers in the example were calculated in double precision.
